# The built-in field and donor diffusion in n-type silicon: a program that tests the result

```python
"""Built-in-field enhancement of donor diffusion in n-type silicon.

Result under test: J = -D h dN/dx, h = 1 + N/sqrt(N^2 + 4 ni^2) < 2,
for ionised donors, Boltzmann carriers in equilibrium and quasi-neutrality.
N: donor concentration, n, p: electrons, holes, ni: intrinsic concentration
(all cm^-3); D: donor diffusivity without field (nm^2/s inside the program);
u: electrostatic potential divided by kT/q, zero where n = ni; x: depth (nm).
Material parameters are rough round values for arsenic in silicon at 1000 C.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq

T = 1273.15
ni = 7e18
D_cm = 3e-15
D = D_cm * 1e14
N_peak = 5e19
L0 = 40.0
t_anneal = 1800.0
N_mark = 1e18
eps_r = 11.7
mass_dos = 1.08
E_donor = 0.054
mobility_e = 50.0
jump = 0.24
VT = const.k * T / const.e
eps = eps_r * const.epsilon_0


def h_formula(N):
    return 1 + N / np.sqrt(N**2 + 4 * ni**2)


def n_formula(N):
    return (N + np.sqrt(N**2 + 4 * ni**2)) / 2


def profile(x, L=L0):
    return N_peak * np.exp(-(x / L)**2)


def u_neutral(N):
    """Potential from charge balance, by root finding."""
    return brentq(lambda u: np.exp(u) - np.exp(-u) - N / ni,
                  -1, 12, xtol=1e-15, rtol=1e-14)


# Symbolic algebra: slope of the potential, bound and limits
Ns, ns = sp.symbols("N n_i", positive=True)
S = sp.sqrt(Ns**2 + 4 * ns**2)
h_sym = 1 + Ns * sp.diff(sp.log((Ns + S) / (2 * ns)), Ns)
assert sp.simplify(h_sym - 1 - Ns / S) == 0
assert sp.simplify(2 - (1 + Ns / S) - 4 * ns**2 / (S * (S + Ns))) == 0
for ratio in (0.01, 100.0):
    limit = 1 + ratio / 2 if ratio < 1 else 2 - 2 / ratio**2
    assert abs(h_formula(ratio * ni) - limit) < 1e-6
N_half = brentq(lambda N: h_formula(N) - 1.5, 0.1 * ni, 10 * ni)
assert abs(N_half / (2 * ni / np.sqrt(3)) - 1) < 1e-9

# Carrier balance at the peak from the root, not from the quadratic
u_peak = u_neutral(N_peak)
n_peak, p_peak = ni * np.exp(u_peak), ni * np.exp(-u_peak)
assert abs(n_peak / n_formula(N_peak) - 1) < 1e-10
assert abs(h_formula(N_peak) - 2 * n_peak / (n_peak + p_peak)) < 1e-10


# Biased hops between planes: definition of the ion flux
def hop_flux(N, u, dx):
    du = np.diff(u)
    return D / dx * (N[:-1] * np.exp(-du / 2) - N[1:] * np.exp(du / 2))


dx_hop = 0.2
x_hop = np.arange(5, 120, dx_hop)
N_hop = profile(x_hop)
u_hop = np.array([u_neutral(v) for v in N_hop])
h_hop = hop_flux(N_hop, u_hop, dx_hop) / (-D * np.diff(N_hop) / dx_hop)
h_mid = h_formula(profile(x_hop[:-1] + dx_hop / 2))
hop_error = np.max(np.abs(h_hop - h_mid))
assert hop_error < 5e-4  # finite hop length, second order
field = VT * np.max(np.abs(np.diff(u_hop))) / dx_hop  # V/nm

# Full Poisson equation: how good is quasi-neutrality?
lambda_i = np.sqrt(eps * VT / (2 * const.e * ni * 1e6)) * 1e9


def poisson_error(L, M=6000):
    x = np.linspace(0, 6 * L, M + 1)
    dx = x[1]
    N = profile(x, L)
    u = np.arcsinh(N / (2 * ni))
    for _ in range(12):
        lap = np.empty_like(u)
        lap[1:-1] = u[2:] - 2 * u[1:-1] + u[:-2]
        lap[0] = 2 * (u[1] - u[0])
        lap[-1] = 2 * (u[-2] - u[-1])
        res = lap / dx**2 - (np.sinh(u) - N / (2 * ni)) / lambda_i**2
        band = np.zeros((3, M + 1))
        band[0, 1:] = 1 / dx**2
        band[2, :-1] = 1 / dx**2
        band[0, 1] = band[2, -2] = 2 / dx**2
        band[1] = -2 / dx**2 - np.cosh(u) / lambda_i**2
        step = solve_banded((1, 1), band, -res)
        u = u + step
    assert np.max(np.abs(step)) < 1e-9
    slope_N = -2 * x / L**2 * N
    keep = (x > 0.05 * L) & (x < 2.5 * L)
    h_full = 1 + N[keep] * np.gradient(u, dx)[keep] / slope_N[keep]
    return np.max(np.abs(h_full - h_formula(N[keep])))


err_1, err_2, err_4 = [poisson_error(L0 * k) for k in (1, 2, 4)]
assert err_1 < 0.15
assert 3.3 < err_2 / err_4 < 4.7  # error falls as 1/L^2

# Donor-defect pairs: defect charges 0, -1, -2 with arbitrary weights
for x0 in (30.0, 60.0, 90.0):
    s = 0.01
    xs = np.array([x0 - s, x0, x0 + s])
    Nx = profile(xs)
    nx = n_formula(Nx)
    ux = np.log(nx / ni)
    flux, D_sum = 0.0, 0.0
    for charge, weight in ((0, 0.5), (-1, 0.4), (-2, 0.1)):
        C = Nx * (nx / ni)**(-charge)
        flux -= weight * ((C[2] - C[0]) / (2 * s)
                          + (1 + charge) * C[1] * (ux[2] - ux[0]) / (2 * s))
        D_sum += weight * (nx[1] / ni)**(-charge)
    expected = -h_formula(Nx[1]) * D_sum * (-2 * x0 / L0**2 * Nx[1])
    assert abs(flux / expected - 1) < 1e-5


# Annealing with a reflecting surface
def anneal(kind, dx=0.5):
    x = (np.arange(int(round(400 / dx))) + 0.5) * dx

    def rhs(t, N):
        mid = (N[1:] + N[:-1]) / 2
        if kind == "hops":
            J = hop_flux(N, np.arcsinh(N / (2 * ni)), dx)
        else:
            J = -D * np.diff(N) / dx
            if kind != "no field":
                J = J * h_formula(mid)
            if kind == "defects":  # half of D(ni) from negative defects
                J = J * (1 + n_formula(mid) / ni) / 2
        return -np.diff(np.concatenate(([0.0], J, [0.0]))) / dx

    sol = solve_ivp(rhs, (0, t_anneal), profile(x), method="LSODA",
                    t_eval=[t_anneal], rtol=1e-7, atol=1e13,
                    lband=1, uband=1)
    assert sol.success
    N = sol.y[:, -1]
    logN = np.log(np.maximum(N, 1.0))
    depth = np.interp(np.log(N_mark), logN[::-1], x[::-1])
    return x, N, depth


x_grid, N_plain, depth_plain = anneal("no field")
L_end = np.sqrt(L0**2 + 4 * D * t_anneal)
N_exact = N_peak * L0 / L_end * np.exp(-(x_grid / L_end)**2)
assert np.max(np.abs(N_plain - N_exact)) < 1e-3 * N_peak
_, N_field, depth_field = anneal("field")
_, N_hops, depth_hops = anneal("hops")
assert abs(depth_field - depth_hops) < 0.05
assert np.max(np.abs(N_field - N_hops)) < 1e-3 * N_peak
assert depth_field > depth_plain + 1
_, _, depth_coarse = anneal("field", 1.0)
mesh_shift = abs(depth_coarse - depth_field)
assert mesh_shift < 0.2
_, N_defect, depth_defect = anneal("defects")
depth_start = L0 * np.sqrt(np.log(N_peak / N_mark))

# Degenerate electrons
Nc = 2 * (2 * np.pi * mass_dos * const.m_e * const.k * T
          / const.h**2)**1.5 * 1e-6


def fermi(eta, power):
    top = np.sqrt(max(eta, 0) + 40)
    value = quad(lambda s: s**power / (1 + np.exp(s * s - eta)), 0, top,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    return value * (4 if power == 2 else 2) / np.sqrt(np.pi)


def degenerate(eta, Nc_used):
    n = Nc_used * fermi(eta, 2)
    p = ni**2 / Nc_used * np.exp(-eta)
    return n - p, 1 + (n - p) / (Nc_used * fermi(eta, 0) + p)


def h_degenerate(N, Nc_used):
    eta = brentq(lambda e: degenerate(e, Nc_used)[0] / N - 1, -20, 10)
    return degenerate(eta, Nc_used)[1]


slope_F = (fermi(0.501, 2) - fermi(0.499, 2)) / 0.002
assert abs(slope_F / fermi(0.5, 0) - 1) < 1e-5
assert abs(h_degenerate(N_peak, 1e4 * Nc) - h_formula(N_peak)) < 1e-4
h_deg = h_degenerate(N_peak, Nc)
eta_two = brentq(lambda e: degenerate(e, Nc)[1] - 2, -3, 2)
N_two = degenerate(eta_two, Nc)[0]
h_deg_high = h_degenerate(2e20, Nc)
assert h_deg_high > 2

# Incomplete ionisation if isolated donor levels survived
kappa = 2 * np.exp(E_donor / VT) / Nc


def ionised(N_total):
    return brentq(lambda N: N * (1 + kappa * n_formula(N)) / N_total - 1,
                  1e-3 * N_total, N_total)


up, down = ionised(N_peak * 1.001), ionised(N_peak * 0.999)
h_isolated = (np.log(up * n_formula(up) / (down * n_formula(down)))
              / np.log(1.001 / 0.999))
ion_fraction = ionised(N_peak) / N_peak

# Screening of the donor level: radial equation in units of its Bohr radius
bohr = const.e / (8 * np.pi * eps * E_donor) * 1e9
debye = np.sqrt(eps * VT / (const.e * (n_peak + p_peak) * 1e6)) * 1e9


def ground_state(delta, dr=0.01, r_max=80.0):
    r = np.arange(1, int(round(r_max / dr))) * dr
    diagonal = 1 / dr**2 - np.exp(-delta * r) / r
    off = np.full(len(r) - 1, -0.5 / dr**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


assert abs(ground_state(0.0) + 0.5) < 1e-3
E_screened = max(0.0, -2 * ground_state(bohr / debye)) * E_donor
assert E_screened < 0.2 * E_donor

ni_factor = 1.5
gap_change = 2 * VT * np.log(ni_factor)
h_larger_ni = 1 + N_peak / np.sqrt(N_peak**2 + 4 * (ni_factor * ni)**2)

print(f"Temperature: {T:.2f} K; kT/q: {VT:.4f} V")
print(f"Intrinsic concentration ni: {ni:.2e} cm^-3")
print(f"Donor diffusivity D: {D_cm:.1e} cm2/s")
print(f"Initial peak: {N_peak:.2e} cm^-3; length: {L0:.0f} nm")
print(f"Anneal time: {t_anneal:.0f} s")
print(f"Electrons at peak: {n_peak:.4e} cm^-3")
print(f"Holes at peak: {p_peak:.4e} cm^-3")
print(f"Potential at peak: {u_peak * VT:.4f} V")
for N_show in (1e18, ni, 2e19, N_peak):
    print(f"h at N = {N_show:.1e} cm^-3: {h_formula(N_show):.4f}")
print(f"N where h = 1.5: {N_half:.3e} cm^-3")
print(f"Largest hop-test error in h: {hop_error:.1e}")
print(f"Largest initial field: {field * 10:.4f} MV/cm")
print(f"Depth mark: {N_mark:.1e} cm^-3")
print(f"Depth before anneal: {depth_start:.1f} nm")
print(f"Depth after, no field: {depth_plain:.1f} nm")
print(f"Depth after, with field: {depth_field:.1f} nm")
print(f"Depth after, biased hops: {depth_hops:.1f} nm")
print(f"Mesh shift of depth (1 to 0.5 nm): {mesh_shift:.4f} nm")
print(f"Surface N after, no field: {N_plain[0]:.3e} cm^-3")
print(f"Surface N after, with field: {N_field[0]:.3e} cm^-3")
print("Neglected effects:")
print(f"Intrinsic screening length lambda: {lambda_i:.2f} nm")
for k, err in ((1, err_1), (2, err_2), (4, err_4)):
    print(f"Neutrality error in h, L = {k * L0:.0f} nm: {err:.5f}")
print(f"Conduction-band density Nc: {Nc:.2e} cm^-3")
print(f"h at peak, degenerate electrons: {h_deg:.4f}")
print(f"N where degenerate h passes 2: {N_two:.2e} cm^-3")
print(f"Degenerate h at 2e20 cm^-3: {h_deg_high:.3f}")
print(f"Gap narrowing for ni x {ni_factor}: {gap_change:.3f} eV")
print(f"h at peak with that ni: {h_larger_ni:.4f}")
D_rise = (1 + n_peak / ni) / 2
print(f"Rise of D at peak from charged defects: {D_rise:.2f}")
print(f"Rise of D times h at peak: {D_rise * h_formula(N_peak):.2f}")
print(f"Depth with field and defects: {depth_defect:.1f} nm")
print(f"Isolated donor level depth: {E_donor * 1e3:.0f} meV")
print(f"Ionised fraction, isolated level: {ion_fraction:.3f}")
print(f"h at peak, isolated level: {h_isolated:.3f}")
print(f"Donor Bohr radius: {bohr:.2f} nm")
print(f"Screening length at peak: {debye:.2f} nm")
print(f"Screened donor level depth: {E_screened * 1e3:.2f} meV")
print(f"Electron mobility (rough): {mobility_e:.0f} cm2/Vs")
print(f"D h/Dn at peak: {D_cm * h_formula(N_peak) / (mobility_e * VT):.1e}")
print(f"Field energy per {jump} nm jump / kT: {field * jump / VT:.4f}")
print("success")
```

Running it gives:

```
Temperature: 1273.15 K; kT/q: 0.1097 V
Intrinsic concentration ni: 7.00e+18 cm^-3
Donor diffusivity D: 3.0e-15 cm2/s
Initial peak: 5.00e+19 cm^-3; length: 40 nm
Anneal time: 1800 s
Electrons at peak: 5.0962e+19 cm^-3
Holes at peak: 9.6151e+17 cm^-3
Potential at peak: 0.2178 V
h at N = 1.0e+18 cm^-3: 1.0712
h at N = 7.0e+18 cm^-3: 1.4472
h at N = 2.0e+19 cm^-3: 1.8192
h at N = 5.0e+19 cm^-3: 1.9630
N where h = 1.5: 8.083e+18 cm^-3
Largest hop-test error in h: 1.4e-05
Largest initial field: 0.0441 MV/cm
Depth mark: 1.0e+18 cm^-3
Depth before anneal: 79.1 nm
Depth after, no field: 114.5 nm
Depth after, with field: 124.3 nm
Depth after, biased hops: 124.3 nm
Mesh shift of depth (1 to 0.5 nm): 0.0008 nm
Surface N after, no field: 3.262e+19 cm^-3
Surface N after, with field: 2.699e+19 cm^-3
Neglected effects:
Intrinsic screening length lambda: 2.25 nm
Neutrality error in h, L = 40 nm: 0.00725
Neutrality error in h, L = 80 nm: 0.00189
Neutrality error in h, L = 160 nm: 0.00048
Conduction-band density Nc: 2.46e+20 cm^-3
h at peak, degenerate electrons: 2.0343
N where degenerate h passes 2: 3.98e+19 cm^-3
Degenerate h at 2e20 cm^-3: 2.278
Gap narrowing for ni x 1.5: 0.089 eV
h at peak with that ni: 1.9220
Rise of D at peak from charged defects: 4.14
Rise of D times h at peak: 8.13
Depth with field and defects: 137.1 nm
Isolated donor level depth: 54 meV
Ionised fraction, isolated level: 0.680
h at peak, isolated level: 1.485
Donor Bohr radius: 1.14 nm
Screening length at peak: 1.17 nm
Screened donor level depth: 1.43 meV
Electron mobility (rough): 50 cm2/Vs
D h/Dn at peak: 1.1e-15
Field energy per 0.24 nm jump / kT: 0.0096
success
```
